# Four equivalent bond orbitals of methane and their Fock matrix: a numerical check

```python
"""
Result under test: in tetrahedral methane the valence orbitals a (2a1) and
t_x, t_y, t_z (1t2) combine into four equivalent bond orbitals
    chi_k = (a + s_kx t_x + s_ky t_y + s_kz t_z) / 2,
whose Fock matrix has diagonal alpha and off-diagonal beta, with
    e_a1 = alpha + 3 beta,    e_t2 = alpha - beta.
s_k: sign vector pointing from carbon to hydrogen k.
Level of theory: RHF/cc-pVDZ. Internal units are atomic units.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, angstrom
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom   # angstrom per bohr
SIGNS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
OFF = ~np.eye(4, dtype=bool)


def run_methane(bond_lengths):
    """RHF for methane with tetrahedral directions; lengths in angstrom."""
    atoms = [["C", (0.0, 0.0, 0.0)]]
    for s, length in zip(SIGNS, bond_lengths):
        atoms.append(["H", tuple(s / np.sqrt(3) * length / BOHR)])
    mol = gto.M(atom=atoms, unit="Bohr", basis="cc-pvdz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.kernel()
    assert mf.converged
    return mol, mf


def boys_localize(orbitals, r_ao, rng, starts=5):
    """Maximize sum_i |<i|r|i>|^2 by pair rotations from random starts."""
    best_value, best_orbitals = -1.0, None
    n = orbitals.shape[1]
    for _ in range(starts):
        q, _ = np.linalg.qr(rng.normal(size=(n, n)))
        c = orbitals @ q
        for sweep in range(500):
            largest = 0.0
            for i in range(n):
                for j in range(i):
                    pair = c[:, [i, j]]
                    r = np.einsum("pi,mpq,qj->mij", pair, r_ao, pair)
                    diff = r[:, 0, 0] - r[:, 1, 1]
                    cross = r[:, 0, 1]
                    A = cross @ cross - diff @ diff / 4
                    B = cross @ diff
                    g = np.arctan2(B, -A) / 4
                    rot = np.array([[np.cos(g), -np.sin(g)],
                                    [np.sin(g), np.cos(g)]])
                    c[:, [i, j]] = pair @ rot
                    largest = max(largest, abs(g))
            if largest < 1e-10:
                break
        centers = np.einsum("pi,mpq,qi->im", c, r_ao, c)
        value = np.sum(centers**2)
        if value > best_value:
            best_value, best_orbitals = value, c.copy()
    return best_orbitals


def order_and_phase(c, mol, r_ao):
    """Assign each orbital to its hydrogen; make it positive at that nucleus."""
    centers = np.einsum("pi,mpq,qi->im", c, r_ao, c)
    owner = np.argmax(centers @ SIGNS.T, axis=1)
    assert sorted(owner) == [0, 1, 2, 3]
    c = c[:, np.argsort(owner)]
    at_h = mol.eval_gto("GTOval_sph", mol.atom_coords()[1:]) @ c
    return c * np.sign(np.diag(at_h))


def spread(orbital, r_ao, r2_ao):
    """Root of <r^2> - |<r>|^2 for one orbital."""
    center = np.einsum("p,mpq,q->m", orbital, r_ao, orbital)
    return np.sqrt(orbital @ r2_ao @ orbital - center @ center)


# Symbolic test: orthogonality of symmetry-allowed orbitals fixes the weight.
w = sp.symbols("w", positive=True)            # weight c^2 of the a1 orbital
vec = [sp.Matrix([sp.sqrt(w)] + [sp.sqrt((1 - w) / 3) * int(x) for x in s])
       for s in SIGNS]
weight = sp.solve(sp.simplify(vec[0].dot(vec[1])), w)
assert weight == [sp.Rational(1, 4)]

# Symbolic test: spectrum of the matrix with equal diagonal and couplings.
al, be = sp.symbols("alpha beta", real=True)
M = sp.Matrix(4, 4, lambda i, j: al if i == j else be)
z = sp.symbols("z")
target = (z - al - 3 * be) * (z - al + be)**3
assert sp.expand(M.charpoly(z).as_expr() - target) == 0

# Methane with four equal bonds.
length = 1.09
mol, mf = run_methane([length] * 4)
S = mol.intor("int1e_ovlp")
R = mol.intor("int1e_r")
R2 = mol.intor("int1e_r2")
C = mf.mo_coeff
e_a, e_t = mf.mo_energy[1], np.mean(mf.mo_energy[2:5])
t2_split = np.ptp(mf.mo_energy[2:5])
assert t2_split < 1e-6 and e_t - e_a > 0.1

# Fix the a1 phase and align the t2 orbitals with x, y, z by dipole elements.
h_values = mol.eval_gto("GTOval_sph", mol.atom_coords()[1:])
a = C[:, 1] * np.sign((h_values @ C[:, 1])[0])
T = C[:, 2:5]
D = np.einsum("p,mpq,qn->mn", a, R, T)
d = np.sqrt(np.trace(D @ D.T) / 3)
assert np.allclose(D @ D.T, d**2 * np.eye(3), atol=1e-5)
t = T @ D.T / d

chi = 0.5 * (a[:, None] + t @ SIGNS.T)
chi_other = 0.5 * (a[:, None] - t @ SIGNS.T)
assert np.allclose(chi.T @ S @ chi, np.eye(4), atol=1e-6)
assert np.allclose(chi_other.T @ S @ chi_other, np.eye(4), atol=1e-6)

# Rebuild the Fock operator from core plus bond orbitals.
occupied = np.column_stack([C[:, 0], chi])
density = 2 * occupied @ occupied.T
assert np.allclose(density, mf.make_rdm1(), atol=1e-6)
energy_bonds = mf.energy_tot(dm=density)
assert abs(energy_bonds - mf.e_tot) < 1e-8
fock = mf.get_hcore() + mf.get_veff(mol, density)
F = chi.T @ fock @ chi
F_other = chi_other.T @ fock @ chi_other
alpha, beta = (e_a + 3 * e_t) / 4, (e_a - e_t) / 4
expected = np.where(OFF, beta, alpha)
assert np.allclose(F, expected, atol=1e-5)
assert np.allclose(F_other, expected, atol=1e-5)
assert np.max(np.abs(C[:, 0] @ fock @ chi)) < 1e-5

# Reversing one orbital reverses only its three couplings.
flipped = chi * np.array([-1, 1, 1, 1])
F_flipped = flipped.T @ fock @ flipped
assert np.allclose(F_flipped[0, 1:], -beta, atol=1e-5)
assert np.allclose(F_flipped[1, 2:], beta, atol=1e-5)

# Independent localization without symmetry input.
rng = np.random.default_rng(7)
boys = order_and_phase(boys_localize(C[:, 1:5], R, rng), mol, R)
F_boys = boys.T @ fock @ boys
alpha_boys, beta_boys = np.mean(np.diag(F_boys)), np.mean(F_boys[OFF])
assert np.ptp(np.diag(F_boys)) < 1e-4 and np.ptp(F_boys[OFF]) < 1e-4
assert abs(alpha_boys + 3 * beta_boys - e_a) < 1e-4
assert abs(alpha_boys - beta_boys - e_t) < 1e-4
overlap_boys = chi.T @ S @ boys
assert np.allclose(overlap_boys, np.eye(4), atol=1e-4)

# The relative phase of a1 and t2 decides which set is compact.
width_bond = spread(chi[:, 0], R, R2)
width_other = spread(chi_other[:, 0], R, R2)
width_a, width_t = spread(a, R, R2), spread(t[:, 0], R, R2)
assert width_bond < width_other
amp = h_values @ chi
amp_other = h_values @ chi_other
ratio = abs(amp[1, 0] / amp[0, 0])
ratio_other = abs(amp_other[1, 0] / amp_other[0, 0])
assert amp[0, 0] > 0 and ratio < 1 and ratio < ratio_other
center = np.einsum("p,mpq,q->m", chi[:, 0], R, chi[:, 0])
center_along = center @ SIGNS[0] / np.sqrt(3)
assert center_along > 0

# Frozen-orbital removal of one electron from a bond orbital.
up = occupied @ occupied.T
down = up - np.outer(chi[:, 0], chi[:, 0])
removal = scf.UHF(mol).energy_tot(np.array([up, down])) - mf.e_tot
assert abs(removal + alpha) < 1e-5

# One stretched bond removes the equality of the Fock elements.
long_bond = 1.20
mol_s, mf_s = run_methane([long_bond, length, length, length])
R_s = mol_s.intor("int1e_r")
boys_s = order_and_phase(
    boys_localize(mf_s.mo_coeff[:, 1:5], R_s, rng), mol_s, R_s)
F_s = boys_s.T @ mf_s.get_fock() @ boys_s
diag_range, off_range = np.ptp(np.diag(F_s)), np.ptp(F_s[OFF])
assert diag_range > 1e-3 and off_range > 1e-3

print("Methane, RHF/cc-pVDZ")
print(f"C-H bond length: {length:.2f} angstrom")
print(f"a1 weight in each bond orbital: {float(weight[0]):.2f}")
print(f"RHF total energy: {mf.e_tot * EV:.3f} eV")
print(f"core 1a1 energy: {mf.mo_energy[0] * EV:.3f} eV")
print(f"canonical energy 2a1: {e_a * EV:.4f} eV")
print(f"canonical energy 1t2: {e_t * EV:.4f} eV")
print(f"splitting e_a1 - e_t2: {(e_a - e_t) * EV:.4f} eV")
print(f"alpha from canonical energies: {alpha * EV:.4f} eV")
print(f"beta from canonical energies: {beta * EV:.4f} eV")
print(f"alpha converted: {alpha:.5f} hartree")
print(f"beta converted: {beta:.5f} hartree")
print("Fock matrix of constructed bond orbitals (eV):")
for row in F * EV:
    print("  " + " ".join(f"{x:10.4f}" for x in row))
print(f"alpha from Boys orbitals: {alpha_boys * EV:.4f} eV")
print(f"beta from Boys orbitals: {beta_boys * EV:.4f} eV")
print(f"Boys alpha + 3 beta: {(alpha_boys + 3*beta_boys) * EV:.4f} eV")
print(f"Boys alpha - beta: {(alpha_boys - beta_boys) * EV:.4f} eV")
print(f"smallest overlap, constructed with Boys orbital: "
      f"{np.min(np.diag(overlap_boys)):.6f}")
print(f"spread of bond orbital: {width_bond * BOHR:.4f} angstrom")
print(f"spread with opposite phase: {width_other * BOHR:.4f} angstrom")
print(f"spread of canonical a1: {width_a * BOHR:.4f} angstrom")
print(f"spread of canonical t2: {width_t * BOHR:.4f} angstrom")
print(f"bond-orbital center from C: {center_along * BOHR:.4f} angstrom")
print(f"amplitude ratio other H / own H, bond orbital: {ratio:.4f}")
print(f"same ratio, opposite phase: {ratio_other:.4f}")
print(f"frozen removal energy from bond orbital: {removal * EV:.4f} eV")
print(f"one bond stretched to: {long_bond:.2f} angstrom")
print("diagonal Fock elements, stretched case (eV): "
      + " ".join(f"{x:.4f}" for x in np.diag(F_s) * EV))
print(f"coupling stretched-normal bond: {F_s[0, 1] * EV:.4f} eV")
print(f"coupling normal-normal bond: {F_s[1, 2] * EV:.4f} eV")
print("OK")
```

Printed output:

```
Methane, RHF/cc-pVDZ
C-H bond length: 1.09 angstrom
a1 weight in each bond orbital: 0.25
RHF total energy: -1093.863 eV
core 1a1 energy: -305.209 eV
canonical energy 2a1: -25.6334 eV
canonical energy 1t2: -14.7639 eV
splitting e_a1 - e_t2: -10.8695 eV
alpha from canonical energies: -17.4813 eV
beta from canonical energies: -2.7174 eV
alpha converted: -0.64243 hartree
beta converted: -0.09986 hartree
Fock matrix of constructed bond orbitals (eV):
    -17.4813    -2.7174    -2.7174    -2.7174
     -2.7174   -17.4813    -2.7174    -2.7174
     -2.7174    -2.7174   -17.4813    -2.7174
     -2.7174    -2.7174    -2.7174   -17.4813
alpha from Boys orbitals: -17.4813 eV
beta from Boys orbitals: -2.7174 eV
Boys alpha + 3 beta: -25.6334 eV
Boys alpha - beta: -14.7639 eV
smallest overlap, constructed with Boys orbital: 1.000000
spread of bond orbital: 0.8320 angstrom
spread with opposite phase: 1.0945 angstrom
spread of canonical a1: 0.9995 angstrom
spread of canonical t2: 1.1489 angstrom
bond-orbital center from C: 0.7399 angstrom
amplitude ratio other H / own H, bond orbital: 0.0418
same ratio, opposite phase: 0.8514
frozen removal energy from bond orbital: 17.4813 eV
one bond stretched to: 1.20 angstrom
diagonal Fock elements, stretched case (eV): -16.3515 -17.5948 -17.5948 -17.5948
coupling stretched-normal bond: -2.6099 eV
coupling normal-normal bond: -2.7627 eV
OK
```
